## Leave-one-out cross-validation of a linear energy fit

An alloy cluster expansion or an interatomic potential is fitted to a modest number of first-principles energies and then used on structures that were never computed. Unless the data greatly outnumber the coefficients, the residuals of the fit can badly understate the error on such structures, because each training energy has pulled the fit toward itself; an unpenalised fit with as many independent coefficients as data has zero residual whatever its quality. A fairer test removes one structure, refits to the rest, predicts the removed energy, and repeats this for every structure. Done literally this costs $N$ fits for each candidate set of clusters or basis functions. For a model linear in its coefficients, all $N$ results follow from the single full fit.

### The fit

There are $N$ energies $y_i$, in joules, and $M$ coefficients $\beta_k$, also in joules. Structure $i$ is described by a column vector $x_i$ of $M$ dimensionless features, such as cluster correlation functions or powers of a scaled bond length. The model energy is $x_i^{T}\beta$, and $X$ is the $N\times M$ matrix with rows $x_i^{T}$. The fit minimises

$$S(\beta)=\sum_{j=1}^{N}\left(y_j-x_j^{T}\beta\right)^2+\beta^{T}\Lambda\beta ,\tag{1}$$

where $\Lambda$ is a dimensionless, symmetric, positive semidefinite matrix. Ordinary least squares (OLS) has $\Lambda=0$. Ridge regression has $\Lambda=\lambda I$ with $\lambda>0$, or the same with a zero in the place of the constant term, so that the result does not depend on the zero of energy. The penalty in (1) is added to the sum of squares and not to their mean.

Expanding the squares and using $\sum_j x_jx_j^{T}=X^{T}X$ and $\sum_j x_jy_j=X^{T}y$ gives

$$S=y^{T}y-2\beta^{T}X^{T}y+\beta^{T}A\beta,\qquad A=X^{T}X+\Lambda .\tag{2}$$

We assume that $A$ is positive definite. For OLS this means that $X$ has full column rank, and for $\Lambda=\lambda I$ it always holds. The gradient of (2) is $2A\beta-2X^{T}y$, because $A$ is symmetric, and the Hessian $2A$ is positive definite, so the unique minimum is

$$\hat\beta=A^{-1}X^{T}y .\tag{3}$$

The fitted energies are $\hat y=X\hat\beta=Hy$, with the hat matrix, the leverages and the residuals defined by

$$H=XA^{-1}X^{T},\qquad h_i=H_{ii}=x_i^{T}A^{-1}x_i,\qquad e_i=y_i-x_i^{T}\hat\beta .\tag{4}$$

Since $\hat y_i=\sum_jH_{ij}y_j$ and $H$ does not contain $y$, the leverage is $h_i=\partial\hat y_i/\partial y_i$: the fraction of any change in the energy of structure $i$ that its own fitted value follows.

Let $\hat\beta_{(i)}$ minimise (1) with the term $j=i$ omitted, with the same features and the same $\Lambda$, neither depending on $y$. The omission removes $x_ix_i^{T}$ from $X^{T}X$ and $x_iy_i$ from $X^{T}y$, so

$$A_{(i)}\hat\beta_{(i)}=X^{T}y-x_iy_i,\qquad A_{(i)}=A-x_ix_i^{T}.\tag{5}$$

The left-out residual and the cross-validation score are

$$e_{(i)}=y_i-x_i^{T}\hat\beta_{(i)},\qquad \mathrm{CV}^2=\frac1N\sum_{i=1}^Ne_{(i)}^2 .\tag{6}$$

### The Sherman–Morrison formula

For a symmetric invertible $A$ and a vector $x$, put $g=A^{-1}x$ and $h=x^{T}g$. If $h\neq1$,

$$\left(A-xx^{T}\right)^{-1}=A^{-1}+\frac{gg^{T}}{1-h}.\tag{7}$$

The proof multiplies the right side by $A-xx^{T}$. With $Ag=x$, $x^{T}A^{-1}=g^{T}$ (by symmetry) and $x^{T}g=h$, the four products are

$$I+\frac{xg^{T}}{1-h}-xg^{T}-\frac{h\,xg^{T}}{1-h}=I+xg^{T}\,\frac{1-(1-h)-h}{1-h}=I .\tag{8}$$

A square matrix with a right inverse is invertible and that inverse is unique, which proves (7). Both signs belong to the removal of a row. For an added row the update is $-gg^{T}/(1+h)$, which does not apply here.

The condition $h_i\ne1$ has a direct meaning. Since $A$ is positive definite it has a symmetric square root, and with $v=A^{-1/2}x_i$,

$$A_{(i)}=A^{1/2}\left(I-vv^{T}\right)A^{1/2},\qquad v^{T}v=h_i .\tag{9}$$

The middle factor has eigenvalue $1-h_i$ on $v$ and eigenvalue $1$ on every vector orthogonal to $v$, so

$$\det A_{(i)}=(1-h_i)\det A .\tag{10}$$

Now $A_{(i)}=\sum_{j\neq i}x_jx_j^{T}+\Lambda$ is positive semidefinite, so its determinant is not negative and $h_i\le1$. Also $h_i=v^{T}v\ge0$. Thus $0\le h_i\le1$, and $h_i<1$ exactly when the refit (5) has a unique solution. If $\Lambda$ is positive definite, so is $A_{(i)}$, and every $h_i<1$.

### The left-out residual

Assume $h_i<1$ and write $g_i=A^{-1}x_i$. Applying (7) to (5),

$$\hat\beta_{(i)}=\left(A^{-1}+\frac{g_ig_i^{T}}{1-h_i}\right)\left(X^{T}y-x_iy_i\right).\tag{11}$$

The four products are evaluated with $A^{-1}X^{T}y=\hat\beta$, $A^{-1}x_i=g_i$, $g_i^{T}X^{T}y=x_i^{T}\hat\beta=\hat y_i$ and $g_i^{T}x_i=h_i$:

$$\hat\beta_{(i)}=\hat\beta-g_iy_i+g_i\frac{\hat y_i-h_iy_i}{1-h_i}=\hat\beta+g_i\,\frac{-(1-h_i)y_i+\hat y_i-h_iy_i}{1-h_i}.$$

The terms $h_iy_i$ cancel and the numerator is $\hat y_i-y_i=-e_i$, so

$$\hat\beta_{(i)}=\hat\beta-\frac{e_i}{1-h_i}\,A^{-1}x_i .\tag{12}$$

Inserting (12) in (6) and using $x_i^{T}A^{-1}x_i=h_i$,

$$e_{(i)}=y_i-x_i^{T}\hat\beta+\frac{h_ie_i}{1-h_i}=e_i\,\frac{(1-h_i)+h_i}{1-h_i},$$

that is

$$e_{(i)}=\frac{e_i}{1-h_i},\qquad \mathrm{CV}^2=\frac1N\sum_{i=1}^{N}\left(\frac{y_i-\hat y_i}{1-h_i}\right)^2 .\tag{13}$$

The penalty entered only through $A$, so (13) holds for OLS and for ridge alike, provided that $e_i$ and $h_i$ are both computed with the same $A=X^{T}X+\Lambda$. Combining ridge residuals with OLS leverages is wrong. Because $0\le h_i<1$, the left-out residual has the sign of $e_i$ and is at least as large, so CV is never below the training root-mean-square error.

A second argument reaches (13) without inverting anything and shows why it holds. Let $\hat y_{(i)}=x_i^{T}\hat\beta_{(i)}$ and replace $y_i$ by $\hat y_{(i)}$ in the full data. The objective becomes the reduced objective plus $(\hat y_{(i)}-x_i^{T}\beta)^2$. At $\beta=\hat\beta_{(i)}$ the first part is at its minimum and the second is zero, so the full fit to the altered data returns $\hat\beta_{(i)}$. Its fitted value at $i$ is given by the same $H$:

$$\hat y_{(i)}=\sum_{j\neq i}H_{ij}y_j+h_i\hat y_{(i)}=\hat y_i-h_i\left(y_i-\hat y_{(i)}\right).\tag{14}$$

Subtracting both sides from $y_i$ gives $e_{(i)}=e_i+h_ie_{(i)}$, which is (13). A data point that lies on the prediction of the others exerts no pull on the fit.

Fixed weights $w_j>0$ on the squares in (1), such as the multiplicities of enumerated configurations, are absorbed by $x_j\to\sqrt{w_j}\,x_j$, $y_j\to\sqrt{w_j}\,y_j$. Both residuals in (13) acquire the same factor $\sqrt{w_i}$, which cancels, so (13) holds with $A=X^{T}WX+\Lambda$, $W=\mathrm{diag}(w_j)$, and $h_i=w_ix_i^{T}A^{-1}x_i$.

For computation, factor the stacked matrix $\binom{X}{\Lambda^{1/2}}=QR$ with orthonormal columns in $Q$, and let $Q_1$ be its top $N$ rows. Then $A=R^{T}R$ and $X=Q_1R$, so $H=Q_1R\,R^{-1}R^{-T}R^{T}Q_1^{T}=Q_1Q_1^{T}$. This avoids forming $X^{T}X$, which squares the condition number and spoils $1-h_i$ when it is small.

### Ordinary least squares

With $A=X^{T}X$, $H^2=XA^{-1}(X^{T}X)A^{-1}X^{T}=H$ and $HX=X$, so $H$ is the orthogonal projector on the column space of $X$. By the cyclic property of the trace,

$$\sum_ih_i=\operatorname{tr}\left(A^{-1}X^{T}X\right)=M .\tag{15}$$

The mean leverage is $M/N$. For $N\gg M$ with evenly spread structures CV approaches the training error, and for $N=M$ every $h_i$ must equal one.

Suppose the model is correct, $y=X\beta^{*}+\epsilon$, with independent errors of zero mean and variance $\sigma^2$. Since $(I-H)X=0$, $e=(I-H)\epsilon$. The matrix $I-H$ is symmetric and idempotent, so $\langle e_i^2\rangle=\sigma^2\left[(I-H)^2\right]_{ii}=\sigma^2(1-h_i)$, and by (13)

$$\langle e_{(i)}^2\rangle=\frac{\sigma^2}{1-h_i}=\sigma^2\left(1+\frac{h_i}{1-h_i}\right).\tag{16}$$

The first term is the noise in $y_i$. The second is the variance of the prediction from the other $N-1$ points, since (7) gives $x_i^{T}A_{(i)}^{-1}x_i=h_i+h_i^2/(1-h_i)=h_i/(1-h_i)$. For $0<h_i<1$ the root-mean-square training residual over repeated noise is therefore below $\sigma$, and that of the left-out residual is above it. A single residual of either kind can fall on either side.

### Ridge regression and the dual form

Take $\Lambda=\lambda I$ with all coefficients penalised, and define $K=XX^{T}$ and $G=(K+\lambda I)^{-1}$, both $N\times N$. The identity $(K+\lambda I)X=X(X^{T}X+\lambda I)$ holds because both sides equal $XX^{T}X+\lambda X$. Multiplying by $G$ on the left and $A^{-1}$ on the right gives $XA^{-1}=GX$, hence

$$H=GK=G\left(K+\lambda I-\lambda I\right)=I-\lambda G .\tag{17}$$

The eigenvalues of $K$ are the squared singular values $s^2$ of $X$ (with zeros when $N>M$), so those of $H$ are $s^2/(s^2+\lambda)<1$. The ridge $H$ is not a projector, and $\operatorname{tr}H$ counts the coefficients that the data effectively determine. From (17), $e=\lambda Gy$ and $1-h_i=\lambda G_{ii}$, so $\lambda$ cancels in (13):

$$e_{(i)}=\frac{(Gy)_i}{G_{ii}} .\tag{18}$$

This form suits expansions with more clusters than structures, $M>N$. If $X$ has full row rank, $K$ is invertible and (18) has a finite limit as $\lambda\to0$, although $e_i$ and $1-h_i$ both vanish. The transposed identity $A^{-1}X^{T}=X^{T}G$, applied to the reduced data $X_{(i)},y_{(i)}$, gives $\hat\beta_{(i)}\to X_{(i)}^{T}\left(X_{(i)}X_{(i)}^{T}\right)^{-1}y_{(i)}$. This vector reproduces the $N-1$ energies exactly and lies in the row space of $X_{(i)}$. Any other exact solution adds a null vector orthogonal to that space and is longer, so the limit of (18) is the error of the minimum-norm refit.

The opposite limit is a check. With a free constant term and $\lambda\to\infty$ the model is the mean $\bar y$, $H_{ij}=1/N$, and (13) gives $e_{(i)}=N(y_i-\bar y)/(N-1)$. Directly, $y_i-(N\bar y-y_i)/(N-1)=N(y_i-\bar y)/(N-1)$, in agreement.

### Where the formula fails

Unit leverage. If $h_i=1$, then $A_{(i)}g_i=x_i-x_ih_i=0$. The vector $g_i$ can be added in any amount to $\hat\beta_{(i)}$, and it shifts the prediction because $x_i^{T}g_i=1$: the other structures do not determine the energy of structure $i$. Further, $0=g_i^{T}A_{(i)}g_i\ge\sum_{j\ne i}(x_j^{T}g_i)^2$ forces $H_{ij}=x_j^{T}g_i=0$ for $j\neq i$, so $\hat y_i=y_i$ and (13) is $0/0$. As an example take the periodic chains AB, AABB, AAABBB and pure A with spins $\pm1$ and the features (constant, point, nearest pair). The rows are $(1,0,-1)$, $(1,0,0)$, $(1,0,\tfrac13)$, $(1,1,1)$. Only pure A lies off the equiatomic composition, so it alone fixes the point coefficient. The OLS leverages are $25/26$, $5/13$, $17/26$ and $1$, which sum to $3$ as (15) requires. Ridge with $\lambda=0.1$ lowers them to $0.8740$, $0.3406$, $0.5337$, $0.9213$. The score is then finite, but the prediction for pure A has a point coefficient set to zero by the penalty and not by data.

A penalty that changes with the sample. If the objective is the mean square error plus $\mu\,\beta^{T}\beta$, multiplying by the number of data shows that the full fit has $\lambda=N\mu$ and each refit has $\lambda=(N-1)\mu$. Then $A_{(i)}$ is not a rank-one change of $A$. The refit errors are still given exactly by (13) if $e_i$ and $h_i$ are taken from an auxiliary full fit with $\lambda=(N-1)\mu$, since its deleted problems are the required refits. With a penalty, features rescaled by standard deviations recomputed in each refit change the effective $\Lambda$ from refit to refit and also break (5). For OLS such rescaling leaves the column space of the features, and hence the predictions and (13), unchanged.

Dependence on the energies. If clusters are selected or $\lambda$ is tuned using $y$, then $H$ depends on $y$ and (13) gives the errors of refits at the fixed choice only. The smallest CV among many candidates tends to be an optimistic estimate of the error of the winner. Nonlinear fits have no fixed $H$ at all.

Redundant data. If a structure appears twice, for instance through symmetry-equivalent configurations in an enumeration, its twin stays in the refit. Equation (13) remains exact but no longer measures prediction of an unseen structure.

### Worked example: the C≡C stretch of acetylene

The chosen inputs are linear C$_2$H$_2$ with $R_{\rm CH}=1.06\times10^{-10}$ m and nine C–C distances from $1.04$ to $1.36\times10^{-10}$ m. The features are $u^k$ with $u=(R-R_0)/a$, $R_0=1.20\times10^{-10}$ m, $a=1.60\times10^{-11}$ m. The energies are restricted Hartree–Fock values in the cc-pVDZ basis, relative to $E(R_0)=-3.34941161\times10^{-16}$ J, plus a chosen perturbation $\delta_i$ that imitates numerical noise. These energies are a smooth test curve and not a converged potential. In the cc-pVTZ basis the relative energies shift by $-56$ zJ at $u=-1$ and $+20$ zJ at $u=1$, and the minimum moves from $1.192$ to $1.180\times10^{-10}$ m. With the same $\delta_i$ the cubic and quartic CV below become $5.284$ and $4.492$ zJ, and the CV minimum stays at degree 4. At $1.28$ and $1.36\times10^{-10}$ m the cc-pVDZ restricted solution is also unstable: the energy can be lowered by lifting the restriction to real closed-shell orbitals. Energies are in zJ $=10^{-21}$ J. The table is for the cubic OLS fit.

| $u$ | $\delta$ | $y$ | $e$ | $h$ | $e_{(i)}$ |
|---|---|---|---|---|---|
| −1.00 | 0.8 | 309.654 | 1.783 | 0.85859 | 12.612 |
| −0.75 | −1.1 | 153.507 | −3.300 | 0.32828 | −4.912 |
| −0.50 | 0.3 | 58.963 | −0.611 | 0.37157 | −0.972 |
| −0.25 | 1.4 | 11.527 | 2.419 | 0.31385 | 3.526 |
| 0.00 | −0.6 | −0.600 | 1.056 | 0.25541 | 1.418 |
| 0.25 | −1.2 | 19.642 | −0.577 | 0.31385 | −0.842 |
| 0.50 | 0.9 | 67.397 | −0.271 | 0.37157 | −0.431 |
| 0.75 | 0.2 | 132.078 | −1.548 | 0.32828 | −2.305 |
| 1.00 | −0.7 | 212.079 | 1.049 | 0.85859 | 7.417 |

Here $A_{kl}=\sum_iu_i^{k+l}\equiv m_{k+l}$. The odd moments vanish on the symmetric grid, and $m_0=9$, $m_2=3.75$, $m_4=2.765625$, $m_6=2.387695$. So $A$ splits into an even block $(k=0,2)$ with determinant $D_e=m_0m_4-m_2^2=10.8281$ and an odd block $(k=1,3)$ with $D_o=m_2m_6-m_4^2=1.30518$. With $X^{T}y=(964.245,\,-107.400,\,715.912,\,-105.434)$ zJ, Cramer's rule gives for instance

$$\hat\beta_2=\frac{9(715.912)-3.75(964.245)}{10.8281}=261.106\ \text{zJ},$$

and in all $\hat\beta=(-1.656,\,26.932,\,261.106,\,-75.352)$ zJ.

For point 1, $x_1=(1,-1,1,-1)^{T}$, and the components of $g_1=A^{-1}x_1$ are $(m_4-m_2)/D_e=-0.09091$, $(m_4-m_6)/D_o=0.28956$, $(m_0-m_2)/D_e=0.48485$ and $(m_4-m_2)/D_o=-0.75421$. Then

$$h_1=-0.09091-0.28956+0.48485+0.75421=0.85859,$$

and $1/(1-h_1)=7.0714$. The fitted value is $-1.656-26.932+261.106+75.352=307.870$ zJ, and the residual is $1.783$ zJ (the rounded entries differ by $1.784$). Equation (13) gives $e_{(1)}=1.783\times7.0714=12.61$ zJ. Equation (12) gives, for example, $\hat\beta_{(1),2}=261.106-0.48485(12.612)=254.991$ zJ. The explicit refit to the other eight points has coefficients $(-0.509,\,23.280,\,254.991,\,-65.840)$ zJ and predicts $297.042$ zJ, so its error is $309.654-297.042=12.612$ zJ. The squares of the last column sum to about $259.8$ zJ$^2$, and $\mathrm{CV}=\sqrt{259.8/9}=5.373$ zJ, against a training error of $1.677$ zJ. The two end points supply over four fifths of the sum, because leaving either out turns the prediction into an extrapolation.

| degree | training RMS | CV | largest $h$ |
|---|---|---|---|
| 1 | 96.624 | 138.664 | 0.377778 |
| 2 | 14.913 | 31.727 | 0.660606 |
| 3 | 1.677 | 5.373 | 0.858586 |
| 4 | 0.937 | 4.463 | 0.956488 |
| 5 | 0.578 | 6.175 | 0.990676 |
| 6 | 0.405 | 15.917 | 0.998757 |
| 7 | 0.036 | 5.846 | 0.999922 |

The training error falls at every step, while CV has its minimum at degree 4. At degree 8, $M=N$, all leverages are one and CV is undefined. The drop of CV from degree 6 to degree 7 is an accident of these data. At $M=N-1$ the projector $I-H$ has rank one, $cc^{T}/c^{T}c$, where $c$ is orthogonal to all polynomials of degree 7 or less on the grid. That vector is the eighth difference, $c=(1,-8,28,-56,70,-56,28,-8,1)^{T}$. Then $e_i=c_i\,c^{T}y/c^{T}c$ and $1-h_i=c_i^2/c^{T}c$, so $e_{(i)}=c^{T}y/c_i$, and the whole score rests on one number. The tabulated $y$ give $c^{T}y\approx-12.3$ zJ, essentially all from $\delta$, whose terms of up to $78$ zJ happen nearly to cancel. The mean of $1/c_i^2$ has square root $0.4755$, and $12.3\times0.4755\approx5.85$ zJ.

Ridge at degree 7 with a free constant term brings no real gain over the quartic here: at whole powers of ten in $\lambda$ its CV stays above $4.463$ zJ, and a finer scan finds only a narrow dip to $4.39$ zJ near $\lambda=2.5\times10^{-6}$. For $\lambda=10^{-6},10^{-5},\dots,1$ the trace of $H$ falls from $7.9889$ to $3.2225$ and the training error rises from $0.036$ to $27.112$ zJ, while CV takes the values $4.848$, $6.849$, $10.929$, $6.973$, $19.127$, $23.987$, $65.171$ zJ. The curve is not a single valley. At $\lambda=10^{-3}$ the centre point has $e_{(5)}=-1.133/(1-0.4930)=-2.235$ zJ, but the end points have $h=0.99675$, and residuals of $-0.024$ and $0.059$ zJ become $-7.254$ and $18.297$ zJ, nearly nine tenths of $N\,\mathrm{CV}^2$. The score is then dominated by two extrapolation errors. At larger $\lambda$ the misfit is mainly bias from the penalty. Since $H=Q_1Q_1^{T}$, the matrix $I-H$ has eigenvalues between 0 and 1, so $\delta$, whose root mean square is $\sqrt{7.04/9}=0.88$ zJ, contributes at most that much to the training error, which is $2.276$, $10.681$ and $27.112$ zJ at $\lambda=10^{-2}$, $10^{-1}$ and $1$. For the mean-normalised objective with $\mu=0.01$, again at degree 7 with the constant term unpenalised, explicit refits give $\mathrm{CV}=24.941$ zJ. Equation (13) gives $24.427$ zJ with $\lambda=N\mu$ and $24.941$ zJ with $\lambda=(N-1)\mu$.

The numerical check below verifies (7) and (10) symbolically for a general symmetric $3\times3$ matrix. It tests (13) in exact rational arithmetic against explicit refits for a six-cluster expansion on the 13 distinct configurations of a six-site binary ring, for OLS, ridge and weighted ridge. For the acetylene data it compares (13) with refits by singular-value decomposition at each degree from 1 to 7 and each $\lambda$, and tests (12), the replacement argument behind (14), (15) and (16), the last through the linear map from $y$ to the refit errors. It also tests (18) on an underdetermined problem, including $\lambda=0$, and the unit-leverage and penalty-normalisation failures.

## Values computed for the example and the checks

```
Hartree = 4.35974472e-18 J, Bohr radius = 5.29177211e-11 m, 1 zJ = 1e-21 J
R_CH = 1.06e-10 m, R0 = 1.20e-10 m, a = 1.60e-11 m, N = 9
E_RHF(R0) = -3.34941161e-16 J
cubic OLS: i R/1e-10m u dE_RHF/zJ noise/zJ y/zJ e/zJ h e_loo/zJ
1 1.04 -1.00  308.854  0.8  309.654   1.783 0.85859   12.612
2 1.08 -0.75  154.607 -1.1  153.507  -3.300 0.32828   -4.912
3 1.12 -0.50   58.663  0.3   58.963  -0.611 0.37157   -0.972
4 1.16 -0.25   10.127  1.4   11.527   2.419 0.31385    3.526
5 1.20  0.00    0.000 -0.6   -0.600   1.056 0.25541    1.418
6 1.24  0.25   20.842 -1.2   19.642  -0.577 0.31385   -0.842
7 1.28  0.50   66.497  0.9   67.397  -0.271 0.37157   -0.431
8 1.32  0.75  131.878  0.2  132.078  -1.548 0.32828   -2.305
9 1.36  1.00  212.779 -0.7  212.079   1.049 0.85859    7.417
moments sum u^k, k=0,2,4,6 (odd vanish): 9.000000 3.750000 2.765625 2.387695
X^T y /zJ: 964.245 -107.400 715.912 -105.434
beta /zJ: -1.656 26.932 261.106 -75.352
A^-1 x_1 (dimensionless): -0.09091 0.28956 0.48485 -0.75421
1-h_1 = 0.14141, 1/(1-h_1) = 7.0714, sum h = 4.0000
beta without point 1 /zJ: -0.509 23.280 254.991 -65.840
prediction at point 1: full 307.870 zJ, left out 297.042 zJ
OLS scan: degree, train RMS/zJ, CV/zJ, max h
  1   96.624  138.664 0.377778
  2   14.913   31.727 0.660606
  3    1.677    5.373 0.858586
  4    0.937    4.463 0.956488
  5    0.578    6.175 0.990676
  6    0.405   15.917 0.998757
  7    0.036    5.846 0.999922
  degree 8: all h = 1, CV undefined
ridge scan, degree 7: lambda, tr H, train RMS/zJ, CV/zJ, max h
  1e-06 7.9889    0.036    4.848 0.99991
  1e-05 7.8973    0.051    6.849 0.99984
  1e-04 7.3972    0.216   10.929 0.99929
  1e-03 6.5168    0.674    6.973 0.99675
  1e-02 5.6221    2.276   19.127 0.98736
  1e-01 4.4973   10.681   23.987 0.94726
  1e+00 3.2225   27.112   65.171 0.79748
lambda=1e-3 e/zJ: -0.024 0.126 0.280 0.229 -1.133 -0.497 1.467 -0.506 0.059
lambda=1e-3 h: 0.9968 0.9040 0.6076 0.5035 0.4930 0.5035 0.6076 0.9040 0.9968
lambda=1e-3 e_loo/zJ: -7.254 1.310 0.713 0.461 -2.235 -1.002 3.738 -5.279 18.297
mean loss, mu = 0.01: CV refit 24.941 zJ
  formula, lambda=N mu: 24.427 zJ; lambda=(N-1) mu: 24.941 zJ
ring: distinct configurations 13 clusters 6
leverage set rows (1, point, pair): [[1, 0, -1], [1, 0, 0], [1, 0, 1/3], [1, 1, 1]]
  OLS h (AB, AABB, AAABBB, A): [25/26, 5/13, 17/26, 1]
  ridge lambda=0.1 h: 0.8740 0.3406 0.5337 0.9213
```
